# Why a Polar Rock-Salt (111) Slab Needs Half-Charged Terminations

## The form of the potential drop

Along [111], a rock-salt oxide is a stack of equally spaced planes, alternately all metal and all oxygen. Let an ideal metal plane carry charge $+\sigma$ per area and an ideal oxygen plane $-\sigma$, with spacing $d$. A neutral slab of $N$ metal–oxygen bilayers begins on the left with a metal plane and ends on the right with an oxygen plane. A fraction $x$ of the ideal charge is removed from each end plane, leaving $+(1-x)\sigma$ on the left and $-(1-x)\sigma$ on the right. No external field is applied.

Let $V$ be the electrostatic potential outside the left face minus that outside the right face. The planes are treated as laterally uniform, and the response of the oxide as a linear permittivity $\varepsilon_r$, the same in every gap. The only voltage that can be built from $\sigma$, $d$ and $\varepsilon_0\varepsilon_r$ is

$$V_0=\frac{\sigma d}{\varepsilon_0\varepsilon_r}, \tag{1}$$

so $V=V_0f(N,x)$ with a dimensionless function $f$. Three properties fix $f$ up to one number.

First, potentials superpose, so $f$ is linear in $x$:

$$f(N,x)=(1-x)f(N,0)+x f(N,1). \tag{2}$$

Second, the ideal slab is a pile of $N$ identical neutral bilayers. Each adds the same dipole, so $f(N,0)=cN$. Third, $x=1$ removes the charge of both end planes altogether. What remains is an ideal slab of $N-1$ bilayers that starts with oxygen. Because all gaps are equal, it is the original kind of slab with reversed polarity, and $f(N,1)=-c(N-1)$. Equation (2) then gives

$$f(N,x)=c\left[(1-x)N-x(N-1)\right]=c\left[N(1-2x)+x\right]. \tag{3}$$

The part proportional to $N$ vanishes at $x=1/2$, midway between two slabs of opposite polarity. The constant $c$ follows from Gauss's law.

## Geometry and Gauss's law

Let $a$ be the cubic lattice constant. The ions sit at $(a/2)(i,j,k)$ with integers $i,j,k$; metal ions have $i+j+k$ even and oxygen ions have it odd. The height along the unit vector $(1,1,1)/\sqrt3$ is $a(i+j+k)/(2\sqrt3)$. Successive planes therefore alternate in species and are separated by

$$d=\frac{a}{2\sqrt3}. \tag{4}$$

Within a plane, two primitive vectors are $(a/2)(1,-1,0)$ and $(a/2)(0,1,-1)$. Their cross product is $(a^2/4)(1,1,1)$, so the area per ion is

$$A=\frac{\sqrt3}{4}a^2,\qquad \sigma=\frac{Ze}{A}, \tag{5}$$

where $\pm Ze$ are the formal ion charges and $e>0$.

The slab is neutral, so the field outside it is zero. The displacement in a gap equals the charge per area of all planes to its left. After the first plane this is $(1-x)\sigma$; after the second it is $(1-x)\sigma-\sigma=-x\sigma$; the third plane restores $(1-x)\sigma$. The fields, positive towards the right, alternate between

$$E_1=\frac{(1-x)\sigma}{\varepsilon_0\varepsilon_r},\qquad
E_2=-\frac{x\sigma}{\varepsilon_0\varepsilon_r}. \tag{6}$$

There are $N$ gaps of the first kind and $N-1$ of the second. The potential falls along the field, so

$$V=NE_1d+(N-1)E_2d
=V_0\left[N(1-2x)+x\right]. \tag{7}$$

Hence $c=1$. Averaged over one bulk period $2d$, the interior field is

$$\bar E=\frac{E_1d+E_2d}{2d}
=\frac{\sigma(1-2x)}{2\varepsilon_0\varepsilon_r}. \tag{8}$$

At $x=1/2$ this mean field vanishes and $V=V_0/2$ for every $N$. Half compensation thus cancels the growth and leaves a constant drop. To make the total drop zero one would need $N-(2N-1)x=0$, or $x=N/(2N-1)$, which depends on thickness and tends to one half in a thick slab.

The value one half rests on equal gaps. If the gap inside a bilayer is $d_1$ and that between bilayers is $d_2$, an added bilayer changes $V$ by $(\sigma/\varepsilon_0\varepsilon_r)[(1-x)d_1-xd_2]$. Setting this to zero gives

$$x=\frac{d_1}{d_1+d_2}, \tag{9}$$

which reduces to $1/2$ for the undistorted rock-salt stack.

## Discrete ions, screening and covalency

**Discrete ions.** A real plane is a lattice of ions. Its potential is that of a uniform sheet plus lateral Fourier components. In the charge-free space beside the plane, a component with in-plane wavevector $G$ obeys $\phi_G''=G^2\phi_G$, and the solution that stays finite is proportional to $e^{-G|z|}$. These components also average to zero over the plane. They affect the potential close to the ions but not the drop between points well outside the slab.

A direct sum over point charges on the rock-salt sites tests this. For $N=3$ and $\varepsilon_r=1$ it gives drops of 2.9991 at $x=0$ and 0.4998 at $x=1/2$, in units of $\sigma d/\varepsilon_0$. Equation (7) gives 3 and 0.5. The sum used a smooth lateral cutoff extrapolated to infinite width.

**Screening.** The force per area on a thin charged plane is its charge times the mean of the fields on its two sides. For an interior plane that mean is $(E_1+E_2)/2=\bar E$. At $x=1/2$ it vanishes, so the compensated slab exerts no macroscopic force that would displace the interior planes. Away from one half, a linear response divides the slope of $V(N)$ by $\varepsilon_r$ but does not move its zero.

The zero also survives a nonlinear response, provided that the response is local. At $x=1/2$ the displacements in successive gaps are $+\sigma/2$ and $-\sigma/2$. Inversion through an ion exchanges the two gaps and reverses the field, so their potential drops cancel.

**Covalency.** Static ion charges may be smaller than formal charges. Suppose that bonding across each gap moves charge so that both adjoining planes lose a magnitude $t\sigma$. An interior plane has two gaps and carries $\pm(1-2t)\sigma$. An end plane has one gap and carries $\pm(1-x-t)\sigma$. The displacement after the first plane is $(1-x-t)\sigma$, and after the second it is

$$(1-x-t)\sigma-(1-2t)\sigma=(t-x)\sigma. \tag{10}$$

The sum over a pair of gaps is $(1-2x)\sigma$; $t$ has dropped out. The charge to be removed is therefore half the *formal* plane charge. At $x=1/2$ the end plane carries $(1/2-t)\sigma$, which is half the *static* charge $(1-2t)\sigma$ of an interior plane. The two ways of stating the rule agree because the end plane has lost one bond.

If the bond at the surface differs from those in the bulk, the difference is a neutral transfer between two adjacent planes. It changes the field in that gap alone, and hence the constant part of $V$ but not its growth.

## How the charge can be supplied

Equation (8) depends on the total charge outside the bulk-like region, not on its precise position. Moving a compensating sheet $-\sigma/2$ outwards by $h$ changes the drop by a constant of magnitude $\sigma h/(2\varepsilon_0)$ if the space crossed is vacuum. Several structures meet the condition.

Remove three quarters of the ions in the outermost plane and one quarter in the next. From the left, the plane charges are $+\sigma/4,-3\sigma/4,+\sigma,-\sigma,\ldots$, and the right end is the counterpart with opposite signs. The displacements, in units of $\sigma$, are

$$\tfrac14,\,-\tfrac12,\,+\tfrac12,\,-\tfrac12,\ldots,-\tfrac12,\,\tfrac14. \tag{11}$$

The interior alternates between $\pm1/2$, as required. There is one more $-1/2$ than $+1/2$, and the two end gaps supply $+1/2$, so the total drop is zero in this planar model. Here the growth and the constant both disappear.

For $Z=2$, half the plane charge is $\sigma/2=e/A$, one elementary charge per surface ion. One OH$^-$ group on each metal ion and one H$^+$ on each surface oxygen ion provide it. If the groups are represented by sheets at distances $h_1$ and $h_2$ from the end planes, and $\varepsilon_r=1$, the added gaps contribute $-\sigma(h_1+h_2)/(2\varepsilon_0)$, and

$$V=\frac{\sigma}{2\varepsilon_0}(d-h_1-h_2), \tag{12}$$

again independent of $N$. Here $h_1$ is the centre of charge of the OH$^-$ group. If its oxygen continues the lattice at height $d$ and its hydrogen sits $h_2$ further out, then $h_1=d-h_2$, the two faces are equivalent and $V=0$.

A slab with an odd number of planes and two equivalent metal ends behaves differently. With ideal charges it has a net charge $+\sigma$. If the whole slab is neutral and its ends remain equivalent, each end must lose $\sigma/2$. Symmetry then forbids a drop between the two faces. Such a slab meets the compensation condition through neutrality, so the absence of a growing potential in it does not show that an ideal termination is stable.

## Energy and the approach to one half

The field energy per area is the sum of $\varepsilon_0\varepsilon_rE^2d/2$ over the gaps. From (6),

$$u_F=\frac{\sigma V_0}{2}\left[N(1-x)^2+(N-1)x^2\right]. \tag{13}$$

Since $(1-x)^2+x^2=\tfrac12+\tfrac12(1-2x)^2$, this becomes

$$u_F=\sigma V_0\left[\frac N4+\frac{N(1-2x)^2}{4}-\frac{x^2}{2}\right]. \tag{14}$$

The first term is the energy of the alternating fields in the compensated bulk. The second is the cost of wrong compensation and grows with thickness. The third belongs to the ends.

One route to compensation is electronic. Electrons leave the valence band at the oxygen end and enter the conduction band at the metal end. Both end charges shrink. Let $E_g$ be the separation of the two levels before the planar potentials are added, so that the transfer costs $x\sigma E_g/e$ per area; it is called the gap below. It is not exactly the bulk gap. In the compensated interior, adjacent metal and oxygen planes already differ by $V_0/2$, a step that belongs to the bulk Madelung potential, so moving an electron across one interior gap costs $E_g-eV_0/2$ in this model. Transfer at the ends alone is therefore consistent only for $E_g\ge eV_0/2$. Define

$$\eta=\frac{E_g}{eV_0}. \tag{15}$$

Neglecting the kinetic energy of the carriers, the energy to be minimized is $u_F+\sigma V_0\eta x$. Its derivative vanishes when

$$-N(1-x)+(N-1)x+\eta=0, \tag{16}$$

so that

$$x=\frac{N-\eta}{2N-1}\quad(N>\eta),\qquad x=0\quad(N\le\eta). \tag{17}$$

The second derivative, $\sigma V_0(2N-1)$, is positive, so this is a minimum. Inserting (17) into (7), written as $V=V_0[N-(2N-1)x]$, gives $V=V_0\eta=E_g/e$. The drop is pinned at the gap. The distance from half compensation is

$$\frac12-x=\frac{\eta-\frac12}{2N-1}. \tag{18}$$

Half compensation is thus a thick-slab limit for this mechanism. A slab with $N\le\eta$ needs no transfer at all: its drop is finite and does not exceed the gap.

The carriers also fill their bands. In a two-dimensional parabolic band with two spin states and mass $m$, a density $n$ fills states up to $\pi\hbar^2n/m$. This is linear in $n$, and therefore in $x$. Let $\phi eV_0$ be the sum of the electron and hole filling energies at $x=1/2$. At general $x$ the sum is $2x\phi eV_0$, and integrating over the transferred charge adds $\sigma V_0\phi x^2$ to the energy. Equation (16) gains a term $2\phi x$, and

$$x=\frac{N-\eta}{2N-1+2\phi},\qquad V=V_0(\eta+2\phi x). \tag{19}$$

The threshold $N=\eta$ is unchanged, because the first carriers have no filling energy. The limit $x\to1/2$ is unchanged too, but for $\eta\ge1/2$ it is reached more slowly.

## A worked example

Take $a=0.42$ nm, $Z=2$, $\varepsilon_r=10$ and $E_g=8$ eV. Equations (4) and (5) give $d=0.1212$ nm and $A=0.0764$ nm$^2$. The ideal plane charge is $\sigma=2e/A=419.5$ µC/cm², so each end must lose 209.8 µC/cm², or one elementary charge per surface ion.

Without screening, each added bilayer would raise the drop by $\sigma d/\varepsilon_0=57.4$ V. With screening it is $V_0=57.4/10=5.74$ V. For $N=20$, whose end planes are $39d=4.73$ nm apart, the uncompensated drop is $20\times5.74\approx115$ V. At half compensation the uniform-permittivity model gives $5.74/2=2.87$ V, the same as for one bilayer. This constant is sensitive to how single gaps are screened, as discussed below. The excess energy of the uncompensated slab is $\sigma V_0/4=6.0$ J/m² for every bilayer added.

For electronic transfer, $\eta=8/5.74=1.39$. In the uniform-permittivity model one bilayer has a drop of 5.74 V, below the 8 V gap, and stays uncompensated. This is not a prediction for a real bilayer: with an electronic permittivity of 3 alone, the drop would be 19.1 V and charge would move. With $\varepsilon_r=10$, two bilayers would have 11.5 V, so charge moves and $x=(2-1.39)/3=0.20$. The fraction rises to 0.40 at $N=5$ and 0.477 at $N=20$. If 8 eV is instead taken as the cost of a transfer across one interior gap, $\eta$ rises by one half to 1.89 and the value at $N=20$ is 0.464.

The precision required of compensation follows from (8). At $x=0$ the mean interior field is 237 MV/cm. Taking 10 MV/cm as a rough breakdown scale, the permitted error is

$$\left|x-\tfrac12\right|=\frac{10}{2\times237}=0.021. \tag{20}$$

This is 2.1% of the ideal plane charge, or 4.2% of the charge that has to be removed.

In the uniform-permittivity model, the electronically compensated film with $N=20$ sits close to this limit. Its 8 V drop divided by 4.73 nm is 16.9 MV/cm, but this average includes the constant part $xV_0=2.7$ V of (7). The periodic interior average from (8) is $237(1-2\times0.477)\approx11$ MV/cm. A statement about breakdown has to say which average it uses.

## What the linear model leaves out

**Ionic displacement.** Let the electronic part of the permittivity be $\varepsilon_\infty=3$. The ionic polarization in a field $F$ is $\varepsilon_0(\varepsilon_r-\varepsilon_\infty)F$. A relative shift $s$ of the two sublattices produces $\sigma s/(2d)$, since each period $2d$ contains one metal plane. Equating the two,

$$s=\frac{2d\,\varepsilon_0(\varepsilon_r-\varepsilon_\infty)F}{\sigma}. \tag{21}$$

For the uncompensated interior field, $s=0.7d=0.085$ nm. A shift of 70% of the plane spacing is far outside linear response. The 115 V drop, and the threshold between one and two bilayers, are therefore extrapolations that show the scale of the instability. For the electronically compensated film with $N=20$ and no band filling, even the whole-film average of 16.9 MV/cm, which exceeds the interior field, gives a shift of only 0.006 nm, about 5% of the spacing. A linear ionic response is then much safer.

**Screening of single gaps.** Using the static $\varepsilon_r$ in every gap is a separate approximation. An interior ion plane responds to the mean of the fields on its two sides, which vanishes at $x=1/2$. Ionic displacement therefore screens the growing part of $V$ but not the alternating fields. If only $\varepsilon_\infty=3$ acts on these and the end planes keep their spacing, the constant drop is $57.4/(2\times3)=9.6$ V instead of 2.87 V. This exceeds 8 V, but the same step lies across every interior metal–oxygen pair, so transfer would be favourable there too. The model with transfer at the ends only then fails, and $E_g$ in (15) cannot be identified with the bulk gap. The values of $x$ and of the interior field given for electronically compensated films belong to the uniform-permittivity model. The condition for stopping the growth does not depend on this choice.

**Tunnelling.** For a triangular barrier of height $E_g$ and carrier mass $m$, the exponent is

$$S=2\int_0^L\frac{\sqrt{2m(E_g-eFz)}}{\hbar}\,dz
=\frac43\frac{\sqrt{2mE_g}}{\hbar}L,\qquad L=\frac{E_g}{eF}. \tag{22}$$

With half the free-electron mass, $S=4.6$ in the uncompensated field, a transmission factor $e^{-S}$ of about 0.01. That state would leak readily. At the whole-film average of 16.9 MV/cm, $S=65$; the interior field of 11 MV/cm tilts the bands by only about 5 V across the film, so this barrier shape is schematic. Tunnelling through a finished film with $N=20$ would therefore start readily and slow down steeply as the charge builds up. How slow it becomes depends on the barrier model. Equation (22) uses a single band, whereas the electron passes from the valence to the conduction band. If the decay constant vanishes at both band edges, as $\sqrt{2mE(1-E/E_g)}/\hbar$ with $E$ measured from one edge, the factor $4/3$ becomes $\pi/4$ and $S$ falls from 65 to 38. The transmission factor then rises by more than eleven powers of ten, so this estimate cannot decide whether the last part of the charge arrives by tunnelling.

**Band filling.** Half compensation requires $1.3\times10^{15}$ carriers per cm² at each end. For masses of 0.5 and 2 free-electron masses, the filling energies are 6.3 eV for electrons and 1.6 eV for holes, so $\phi=(6.3+1.6)/5.74\approx1.4$. At $N=20$, equation (19) lowers $x$ from 0.477 to 0.446 and raises the drop from 8 V to 15 V. In the uniform-permittivity model the interior field from (8) becomes about 26 MV/cm, above the assumed breakdown scale; a larger constant part of $V$ would lower it. These figures keep all carriers on the end planes. That field tilts the bands by only 0.6 eV per bilayer, far less than the filling energy, so the carriers would spread over a few planes. With the same bands on every plane the drop is about 13 V and the interior field about 14 MV/cm. One parabolic band per carrier is a crude description at such energies, so these figures give a scale. They show that band filling is not a small correction to the electronically compensated film.

**Temperature.** At 1000 K, $k_BT=0.086$ eV and the factor $e^{-E_g/2k_BT}$ is about $10^{-20}$. Thermal excitation across the unbiased gap supplies no useful compensation.

## Comparison with a real oxide

The parameters are round values chosen to resemble magnesium oxide, not fitted to it. Real surfaces need not be perfect, clean terminations whose charge is adjusted without a change of structure. Missing ions or hydroxyl groups can supply the charge instead. In the planar model with $\varepsilon_r$ held at 10, the missing-ion structure moves the constant drop from 2.87 V to zero, while the condition for stopping the growth stays at half the formal charge. The constant is the less reliable number, because a static bulk permittivity is being applied to single gaps.

The permittivity itself matters less for the condition than for the voltages. If the ions are held fixed and only $\varepsilon_\infty=3$ acts, $V_0=57.4/3=19.1$ V and $\eta=0.42$. This is below one half, where transfer across interior gaps would also lower the energy, so (17) and (18) no longer apply with $E_g=8$ eV. The distance from one half in a finite film depends on how the gaps are screened and on how $E_g$ is defined. The condition for zero growth is the same, since it is set by the stacking of the planes and their formal charge. In the numerical output, the mean fields listed for $N=20$ are whole-film averages, drop divided by thickness, while the one listed for $x=0$ is the interior average (8).

## Calculated quantities

```
cubic constant a = 0.42 nm, formal valence Z = 2
static permittivity = 10, electronic = 3
band gap = 8.0 eV
plane spacing d = 0.1212 nm
area per ion A = 0.07638 nm^2
ideal plane charge = 419.5 uC/cm^2
charge removed at each end = 209.8 uC/cm^2
same, elementary charges per surface ion = 1.000
unscreened drop per bilayer, x=0: 57.44 V
screened drop per bilayer, x=0: 5.744 V
screened mean field, x=0: 236.9 MV/cm
constant screened drop left at x=1/2: 2.872 V
excess energy per bilayer, x=0: 6.02 J/m^2
point-ion drop, N=3, x=0: 2.9991 sigma d/eps0
point-ion drop, N=3, x=1/2: 0.4998 sigma d/eps0
missing-ion ends, constant drop: 0.000 sigma d/eps0
gap parameter eta = 1.393
N=1: thickness 0.121 nm, V(x=0) 5.74 V, V(x=1/2) 2.87 V, electronic x 0.0000
N=2: thickness 0.364 nm, V(x=0) 11.49 V, V(x=1/2) 2.87 V, electronic x 0.2025
N=5: thickness 1.091 nm, V(x=0) 28.72 V, V(x=1/2) 2.87 V, electronic x 0.4008
N=20: thickness 4.728 nm, V(x=0) 114.89 V, V(x=1/2) 2.87 V, electronic x 0.4771
rough breakdown field = 10 MV/cm
error in x giving that field = 0.0211
N=20 mean field with V pinned at gap: 16.92 MV/cm
ion shift in linear model, x=0: 0.0849 nm
ion shift, N=20 pinned: 0.0061 nm
masses: electron 0.5, hole 2.0 m_e
tunnel exponent, x=0 field: 4.61
tunnel exponent, N=20 pinned: 64.6
carriers at x=1/2: 1.309e+15 cm^-2
band filling: electrons 6.27 eV, holes 1.57 eV
filling parameter phi = 1.364
N=20 electronic x: 0.4771; with filling 0.4459
N=20 drop with filling: 14.99 V
N=20 mean field with filling: 31.70 MV/cm
temperature = 1000 K, kT = 0.0862 eV
log10 of thermal factor exp(-gap/2kT) = -20.2
```
